# Temperature floor of an ideal atmospheric-window emitter: verification in Python

```python
"""
Result under test: a plate that is black in a spectral window and perfectly
reflecting elsewhere, with no solar or parasitic heat, relaxes to the unique
temperature T_star at which its window emission equals window downwelling.
Symbols: T_AIR = temperature of an isothermal model atmosphere; TAU = vertical
optical depth in the window (opaque outside); eps = hemispherical sky
emissivity; CAP = heat capacity per area; theta = sky brightness temperature;
G = temperature derivative of window emission; delta = out-of-band emissivity;
h_par = parasitic heat-transfer coefficient. Wavelengths are in micrometres.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import expn

H, C_LIGHT, KB, SIGMA = const.h, const.c, const.k, const.sigma
C2 = H * C_LIGHT / KB * 1e6          # micrometre kelvin
LAM1, LAM2 = 8.0, 13.0
T_AIR, TAU, CAP = 300.0, 0.1, 2000.0
T_COLD_START, T_SPACE = 150.0, 2.7


def planck_flux(lam, temp):
    """Hemispherical black spectral flux, W/m^2/um."""
    metres = lam * 1e-6
    return (2 * np.pi * H * C_LIGHT**2 / metres**5
            / np.expm1(C2 / (lam * temp)) * 1e-6)


def tail_sum(x):
    n = np.arange(1, 81)
    return np.sum(np.exp(-n * x) * (x**3 / n + 3 * x**2 / n**2
                                    + 6 * x / n**3 + 6 / n**4))


def band_flux(temp, low=LAM1, high=LAM2):
    """Band emission from the exponential series, W/m^2."""
    factor = 2 * np.pi * KB**4 * temp**4 / (H**3 * C_LIGHT**2)
    return factor * (tail_sum(C2 / (high * temp)) - tail_sum(C2 / (low * temp)))


def integrate(function, low, high):
    return quad(function, low, high, epsabs=1e-10, epsrel=1e-10, limit=200)[0]


def slope(temp):
    def integrand(lam):
        x = C2 / (lam * temp)
        return planck_flux(lam, temp) * x / (-np.expm1(-x)) / temp
    return integrate(integrand, LAM1, LAM2)


def sky_emissivity(tau):
    return 1 - 2 * expn(3, tau)


def outside_flux(temp):
    return SIGMA * temp**4 - band_flux(temp)


def floor_temperature(eps, low=LAM1, high=LAM2, delta=0.0, h_par=0.0):
    def net_loss(temp):
        value = band_flux(temp, low, high) - eps * band_flux(T_AIR, low, high)
        if delta:
            value += delta * (outside_flux(temp) - outside_flux(T_AIR))
        return value - h_par * (T_AIR - temp)
    return brentq(net_loss, 20.0, T_AIR, xtol=1e-11, rtol=1e-13)


def brightness(lam, eps):
    return C2 / lam / np.log1p(np.expm1(C2 / (lam * T_AIR)) / eps)


# Band series, angular average and slope against direct calculation
for temp in (150.0, 220.0, 300.0):
    direct = integrate(lambda lam: planck_flux(lam, temp), LAM1, LAM2)
    assert abs(band_flux(temp) / direct - 1) < 1e-8
    difference = (band_flux(temp + 0.01) - band_flux(temp - 0.01)) / 0.02
    assert abs(slope(temp) / difference - 1) < 1e-6
for tau in (0.01, 0.1, 1.0):
    direct = integrate(lambda mu: 2 * mu * (1 - np.exp(-tau / mu)), 0, 1)
    assert abs(direct - sky_emissivity(tau)) < 1e-8
slopes = [slope(temp) for temp in np.linspace(100, 320, 23)]
assert slopes[0] > 0 and np.all(np.diff(slopes) > 0)

eps = sky_emissivity(TAU)
downwelling = eps * band_flux(T_AIR)
T_star = floor_temperature(eps)
G_star, G_start = slope(T_star), slope(T_AIR)
space_log = np.log10((1 - eps) * band_flux(T_SPACE) / downwelling)
assert space_log < -50

# Time evolution from an explicit angle-wavelength sum of radiances
nodes, weights = np.polynomial.legendre.leggauss(200)
mu, w_mu = (nodes + 1) / 2, weights / 2
lam_grid = (LAM1 + LAM2) / 2 + (LAM2 - LAM1) / 2 * nodes
w_lam = (LAM2 - LAM1) / 2 * weights
air_radiance = planck_flux(lam_grid, T_AIR) / np.pi
sky_radiance = np.outer(1 - np.exp(-TAU / mu), air_radiance)
angle_weight = 2 * np.pi * mu * w_mu
incoming = angle_weight @ sky_radiance @ w_lam


def heating_rate(time, state):
    radiance = planck_flux(lam_grid, state[0]) / np.pi
    outgoing = np.sum(angle_weight) * np.dot(radiance, w_lam)
    return [(incoming - outgoing) / CAP]


relax_time = CAP / G_star
hours = np.array([1.0, 3.0, 6.0])
times = np.append(hours * 3600, 40 * relax_time)
options = dict(method="Radau", rtol=1e-9, atol=1e-9, t_eval=times)
hot = solve_ivp(heating_rate, (0, times[-1]), [T_AIR], **options)
cold = solve_ivp(heating_rate, (0, times[-1]), [T_COLD_START], **options)
assert hot.success and cold.success
assert abs(hot.y[0, -1] - T_star) < 1e-3
assert abs(cold.y[0, -1] - T_star) < 1e-3
assert np.all(np.diff(hot.y[0, :3]) < 0) and np.all(np.diff(cold.y[0, :3]) > 0)
excess = hot.y[0, :3] - T_star
lower_bound = (T_AIR - T_star) * np.exp(-G_start * times[:3] / CAP)
upper_bound = (T_AIR - T_star) * np.exp(-G_star * times[:3] / CAP)
assert np.all(lower_bound < excess) and np.all(excess < upper_bound)

# Brightness formula, bounds and the single spectral crossing
for lam in (8.5, 10.5, 12.5):
    narrow = floor_temperature(eps, lam - 0.005, lam + 0.005)
    assert abs(narrow - brightness(lam, eps)) < 1e-3
tau_values = (0.001, 0.01, 0.1, 1.0)
tau_floors = []
for tau in tau_values:
    e_tau = sky_emissivity(tau)
    value = floor_temperature(e_tau)
    assert brightness(LAM2, e_tau) < value < brightness(LAM1, e_tau)
    tau_floors.append(value)
crossing = brentq(lambda lam: brightness(lam, eps) - T_star, LAM1, LAM2)


def spectral_gain(lam):
    return eps * planck_flux(lam, T_AIR) - planck_flux(lam, T_star)


assert np.all(spectral_gain(lam_grid[lam_grid < crossing]) > 0)
assert np.all(spectral_gain(lam_grid[lam_grid > crossing]) < 0)
gain_short = integrate(spectral_gain, LAM1, crossing)
loss_long = -integrate(spectral_gain, crossing, LAM2)
assert abs(gain_short - loss_long) < 1e-6

# Structured sky: bounds and the benefit of removing warm sub-bands
BUMP_CENTRE, BUMP_WIDTH, BUMP_DEPTH = 9.6, 0.3, 0.5
tau_lam = TAU + BUMP_DEPTH * np.exp(-((lam_grid - BUMP_CENTRE) / BUMP_WIDTH)**2)
eps_lam = sky_emissivity(tau_lam)
theta_lam = brightness(lam_grid, eps_lam)


def structured_floor(mask):
    def net(temp):
        loss = planck_flux(lam_grid, temp) - eps_lam * planck_flux(lam_grid, T_AIR)
        return np.sum(w_lam * mask * loss)
    return brentq(net, 50.0, T_AIR)


T_bump = structured_floor(np.ones_like(lam_grid))
assert theta_lam.min() < T_bump < theta_lam.max()
assert structured_floor(theta_lam < T_bump) < T_bump
T_narrow = floor_temperature(eps, 12.0, 13.0)
assert T_narrow < T_star

# Departures from the ideal conditions
leak_slope = (outside_flux(T_AIR) - outside_flux(T_star)) / G_star
par_slope = (T_AIR - T_star) / G_star
small = 1e-5
leak_numeric = (floor_temperature(eps, delta=small) - T_star) / small
par_numeric = (floor_temperature(eps, h_par=small) - T_star) / small
assert abs(leak_numeric / leak_slope - 1) < 1e-2
assert abs(par_numeric / par_slope - 1) < 1e-2
deltas, h_values = (0.01, 0.1, 1.0), (0.1, 1.0)
leak_floors = [floor_temperature(eps, delta=d) for d in deltas]
par_floors = [floor_temperature(eps, h_par=h) for h in h_values]
assert T_star < leak_floors[0] < leak_floors[1] < leak_floors[2] < T_AIR
assert T_star < par_floors[0] < par_floors[1] < T_AIR
T_black = leak_floors[-1]
full_net = 0.0
for low, high, sky in ((1, 8, 1), (8, 13, eps), (13, 100, 1), (100, 2000, 1)):
    full_net += integrate(lambda lam: planck_flux(lam, T_black)
                          - sky * planck_flux(lam, T_AIR), low, high)
assert abs(full_net) < 1e-3           # omitted far-infrared tail is smaller

eps_vertical = 1 - np.exp(-TAU)
print(f"Window limits: {LAM1:.1f} to {LAM2:.1f} um")
print(f"Air temperature: {T_AIR:.1f} K")
print(f"Vertical optical depth: {TAU:.3f}")
print(f"Heat capacity per area: {CAP:.0f} J/(m^2 K)")
print(f"Hemispherical sky emissivity: {eps:.5f}")
print(f"Vertical sky emissivity: {eps_vertical:.5f}")
print(f"Floor if vertical value is used: {floor_temperature(eps_vertical):.2f} K")
print(f"Window emission at air temperature: {band_flux(T_AIR):.3f} W/m^2")
print(f"Window downwelling: {downwelling:.3f} W/m^2")
print(f"Initial net cooling: {band_flux(T_AIR) - downwelling:.3f} W/m^2")
print(f"Space temperature used: {T_SPACE:.1f} K")
print(f"log10(space/downwelling): {space_log:.1f}")
print(f"Steady temperature T_star: {T_star:.3f} K")
print(f"T_star in Celsius: {T_star - const.zero_Celsius:.2f} C")
print(f"Depression below air: {T_AIR - T_star:.3f} K")
print(f"Window emission at T_star: {band_flux(T_star):.3f} W/m^2")
print(f"Brightness temperature at 8 um: {brightness(LAM1, eps):.2f} K")
print(f"Brightness temperature at 13 um: {brightness(LAM2, eps):.2f} K")
print(f"Crossing wavelength: {crossing:.3f} um")
print(f"Net gain below crossing: {gain_short:.4f} W/m^2")
print(f"Net loss above crossing: {loss_long:.4f} W/m^2")
print(f"Slope G at T_star: {G_star:.4f} W/(m^2 K)")
print(f"Slope G at air temperature: {G_start:.4f} W/(m^2 K)")
print(f"Final relaxation time: {relax_time:.0f} s")
print(f"Cold start temperature: {T_COLD_START:.1f} K")
for i, hour in enumerate(hours):
    print(f"After {hour:.0f} h, warm / cold start: "
          f"{hot.y[0, i]:.3f} / {cold.y[0, i]:.3f} K")
    print(f"  Warm excess, lower / actual / upper: {lower_bound[i]:.4f} / "
          f"{excess[i]:.4f} / {upper_bound[i]:.4f} K")
print(f"Long-time value, warm start: {hot.y[0, -1]:.3f} K")
print(f"Long-time value, cold start: {cold.y[0, -1]:.3f} K")
for tau, value in zip(tau_values, tau_floors):
    print(f"Optical depth {tau:.3f}: emissivity {sky_emissivity(tau):.5f}, "
          f"floor {value:.2f} K")
print(f"Floor of a 12 to 13 um emitter: {T_narrow:.2f} K")
print(f"Sky bump centre / width: {BUMP_CENTRE:.1f} / {BUMP_WIDTH:.1f} um")
print(f"Sky bump added optical depth: {BUMP_DEPTH:.2f}")
print(f"Floor with sky bump: {T_bump:.2f} K")
print(f"Leak sensitivity: {leak_slope:.2f} K per unit delta")
print(f"Parasitic sensitivity: {par_slope:.2f} K per W/(m^2 K)")
for d, value in zip(deltas, leak_floors):
    print(f"Out-of-band emissivity {d:.2f}: floor {value:.2f} K")
for h, value in zip(h_values, par_floors):
    print(f"Parasitic coefficient {h:.1f} W/(m^2 K): floor {value:.2f} K")
print("success")
```

It prints:

```
Window limits: 8.0 to 13.0 um
Air temperature: 300.0 K
Vertical optical depth: 0.100
Heat capacity per area: 2000 J/(m^2 K)
Hemispherical sky emissivity: 0.16742
Vertical sky emissivity: 0.09516
Floor if vertical value is used: 198.48 K
Window emission at air temperature: 147.965 W/m^2
Window downwelling: 24.772 W/m^2
Initial net cooling: 123.193 W/m^2
Space temperature used: 2.7 K
log10(space/downwelling): -178.0
Steady temperature T_star: 216.405 K
T_star in Celsius: -56.75 C
Depression below air: 83.595 K
Window emission at T_star: 24.772 W/m^2
Brightness temperature at 8 um: 231.16 K
Brightness temperature at 13 um: 202.87 K
Crossing wavelength: 10.414 um
Net gain below crossing: 2.5126 W/m^2
Net loss above crossing: 2.5126 W/m^2
Slope G at T_star: 0.7201 W/(m^2 K)
Slope G at air temperature: 2.3317 W/(m^2 K)
Final relaxation time: 2777 s
Cold start temperature: 150.0 K
After 1 h, warm / cold start: 229.880 / 185.998 K
  Warm excess, lower / actual / upper: 1.2572 / 13.4747 / 22.8684 K
After 3 h, warm / cold start: 217.297 / 213.292 K
  Warm excess, lower / actual / upper: 0.0003 / 0.8923 / 1.7114 K
After 6 h, warm / cold start: 216.423 / 216.339 K
  Warm excess, lower / actual / upper: 0.0000 / 0.0181 / 0.0350 K
Long-time value, warm start: 216.405 K
Long-time value, cold start: 216.405 K
Optical depth 0.001: emissivity 0.00199, floor 124.93 K
Optical depth 0.010: emissivity 0.01945, floor 160.40 K
Optical depth 0.100: emissivity 0.16742, floor 216.40 K
Optical depth 1.000: emissivity 0.78062, floor 285.02 K
Floor of a 12 to 13 um emitter: 205.37 K
Sky bump centre / width: 9.6 / 0.3 um
Sky bump added optical depth: 0.50
Floor with sky bump: 227.05 K
Leak sensitivity: 294.04 K per unit delta
Parasitic sensitivity: 116.08 K per W/(m^2 K)
Out-of-band emissivity 0.01: floor 219.20 K
Out-of-band emissivity 0.10: floor 236.50 K
Out-of-band emissivity 1.00: floor 277.47 K
Parasitic coefficient 0.1 W/(m^2 K): floor 225.79 K
Parasitic coefficient 1.0 W/(m^2 K): floor 257.06 K
success
```
